\section*{Hydrogen's mean excitation energy from bound and continuum oscillator strengths}

\section*{Question}

I need the mean excitation energy $I$ of atomic hydrogen for an electronic-stopping calculation. The accepted value is said to be about 15.0~eV. I took the dipole oscillator strengths of the $1s\to np$ lines, averaged the logarithm of the excitation energy with these strengths as weights, and got 10.8~eV. My strengths add up to 0.565, so I suppose that the rest lies in the continuum. I don't know how to normalize the continuum states so that their strengths match the bound ones, or whether the infinite series of lines and the high-energy tail cause trouble. How is the full calculation done, and does it give 15.0~eV?

\section*{Answer}

Your bound-state average is right for the part of the spectrum it covers. The missing 0.435 of the strength lies above the ionization energy and raises the mean considerably. I take a free atom in its ground state, non-relativistic, with a fixed nucleus, and use atomic units in the algebra.

\subsection*{Why a logarithmic mean}

Let a bare heavy ion of charge $Z_1$ and speed $v$ transfer momentum $q$ and energy $\omega$ to the atom. I assume $v\gg1$, $v\gg Z_1$ (the condition for the first Born approximation) and $v\ll c\approx137$. In the first Born approximation the cross section weighted by energy loss is
\begin{equation}
\omega\,d\sigma=\frac{4\pi Z_1^2}{v^2}F(q)\frac{dq}{q},\qquad
F(q)=\frac{2\omega}{q^2}|\langle\omega|e^{iqz}|0\rangle|^2 .
\end{equation}
For small $q$, $F$ tends to the dipole strength $f=2\omega|\langle\omega|z|0\rangle|^2$. Energy conservation requires $\omega\le qv$, so $q$ starts at $\omega/v$. Up to a dividing value $q_0$, with $\omega/v\ll q_0\ll1$, the transfers contribute $\sum f\ln(q_0v/\omega)$.

Beyond $q_0$ use $\sum F(q)=1$, which follows from $\langle[e^{-iqz},[H,e^{iqz}]]\rangle=q^2$, with $H$ the Hamiltonian of the atom. By the symmetry $z\to-z$ of the ground state, the left side is $2\sum\omega|\langle\omega|e^{iqz}|0\rangle|^2$. The sum rule for $f$ below is the small-$q$ limit. At large $q$ the electron recoils as if free, $\omega\simeq q^2/2$, so $q\le2v$ and this part gives $\ln(2v/q_0)$. With $\sum f=1$ the two parts add to $\ln(2v^2/I)$ at leading order in high speed, where
\begin{equation}
\ln I=\frac{\sum_n f_n\ln\omega_n+\int (df/d\omega)\ln\omega\,d\omega}
{\sum_n f_n+\int (df/d\omega)\,d\omega}.
\end{equation}
Below, a plain $\sum$ over the spectrum includes the continuum integral.

\subsection*{One radial integral for both parts}

The operator $z=r\cos\theta$ connects $1s$ to the $p$ state with $m=0$, with angular factor $1/\sqrt3$. With $u_{1s}=2re^{-r}$,
\begin{equation}
f=\tfrac23\,\omega J^2,\qquad J=\int_0^\infty u(r)\,r\,u_{1s}(r)\,dr .
\end{equation}
Write the energy of the $p$ state as $-\kappa^2/2$. Its radial equation is $u''=(2/r^2-2/r+\kappa^2)u$. Insert $u=Cr^2e^{-\kappa r}w(x)$ with $x=2\kappa r$:
\begin{equation}
xw''+(4-x)w'-aw=0,\qquad a=2-1/\kappa .
\end{equation}
The solution regular at the origin is $w=M(a,4,x)=\sum_j\frac{(a)_j}{(4)_j}\frac{x^j}{j!}$, where $(a)_j=a(a+1)\cdots(a+j-1)$. Bound states have $\kappa=1/n$; continuum states have $\kappa=ik$.

Put $s=1+\kappa$ and $y=2\kappa/s$. Integrating term by term, with $\int_0^\infty r^{4+j}e^{-sr}dr=(4+j)!/s^{5+j}$ and $(5)_j/(4)_j=1+j/4$, gives
\begin{align}
J&=2C\,\frac{24}{s^5}\sum_j\frac{(a)_j}{j!}\Big(1+\frac j4\Big)y^j\nonumber\\
&=\frac{48C}{s^5}\Big[(1-y)^{-a}+\frac{ay}{4}(1-y)^{-a-1}\Big]\nonumber\\
&=\frac{48C}{s^5}(1-y)^{-a-1}\Big[1-y+\frac{ay}4\Big].
\end{align}
The second line uses the binomial series and its derivative. Now
\begin{equation}
1-y=\frac{1-\kappa}{1+\kappa},\qquad
1-y+\frac{ay}{4}=\frac{2(1-\kappa)+(2\kappa-1)}{2(1+\kappa)}=\frac1{2(1+\kappa)},
\end{equation}
and $-a-1=1/\kappa-3$. Therefore
\begin{equation}
J=\frac{24C}{(1-\kappa^2)^3}\left(\frac{1-\kappa}{1+\kappa}\right)^{1/\kappa}.
\label{J}
\end{equation}

For $\kappa=ik$ the series in $y$ need not converge, but the result survives. Keep $a$ and $s=1+ik$ fixed and replace $x$ by $tx$ with $0\le t\le1$. The factor $e^{-r}$ keeps the integral convergent and analytic in $t$, while $1-ty=[1+ik(1-2t)]/(1+ik)$ has a phase running from 0 to $-2\arctan k>-\pi$. The principal branch thus applies, and the last factor of (\ref{J}) becomes $e^{-2\arctan(k)/k}$.

\subsection*{Bound strengths}

For $\kappa=1/n$ and $p=n-2$, $M$ is a polynomial proportional to
\begin{equation}
L_p(x)=\frac{x^{-3}e^x}{p!}\frac{d^p}{dx^p}\big(x^{p+3}e^{-x}\big),
\end{equation}
the Laguerre polynomial of upper index 3. Leibniz's rule gives $L_p(0)=(p+3)!/(3!\,p!)=n(n^2-1)/6$ and the leading terms $L_p=\frac{(-1)^p}{p!}[x^p-p(p+3)x^{p-1}+\dots]$. Insert the derivative form for one factor and integrate by parts $p$ times:
\begin{align}
\int_0^\infty x^4e^{-x}L_p^2\,dx
&=\frac1{p!}\int_0^\infty[(p+1)x-p(p+3)]x^{p+3}e^{-x}dx\nonumber\\
&=\frac{(p+3)!}{p!}(2p+4)=2n^2(n^2-1).
\label{lag}
\end{align}
Since $M=L_p/L_p(0)$, the normalization condition is
\begin{equation}
1=C^2\Big(\frac n2\Big)^5\frac{72}{n^2-1},\qquad
C^2=\frac{4(n^2-1)}{9n^5}.
\end{equation}
With $\omega_n=(1-1/n^2)/2$, and $576\cdot4/27=256/3$, equation (\ref{J}) yields
\begin{align}
f_n&=\frac{256}{3n^3}\Big(1-\frac1{n^2}\Big)^{-4}\left(\frac{n-1}{n+1}\right)^{2n}\nonumber\\
&=\frac{2^8n^5(n-1)^{2n-4}}{3(n+1)^{2n+4}} .
\end{align}
For $n=2$ this is $8192/19683=0.4162$.

\subsection*{Continuum strengths}

For a density per unit energy, the states must obey $\int u_\omega u_{\omega'}dr=\delta(\omega-\omega')$. Waves of asymptotic amplitude $A$ give $A^2(\pi/2)\delta(k-k')$. Because $\omega=(1+k^2)/2$, we have $\delta(k-k')=k\,\delta(\omega-\omega')$, so $A^2=2/(\pi k)$.

To connect $A$ with $C$, use
\begin{equation}
M(a,4,x)=\frac{6}{\Gamma(a)\Gamma(4-a)}\int_0^1e^{xt}t^{a-1}(1-t)^{3-a}dt,
\end{equation}
which is checked by expanding $e^{xt}$ and doing the beta integrals. Here $a=2+i/k$ and $x=2ikr$. At large $r$ the oscillating integral comes from its two ends. The end $t=0$ gives $6(-2ikr)^{-a}/\Gamma(4-a)$, of modulus $6e^{-\pi/2k}/[4k^2r^2|\Gamma(2+i/k)|]$. In $u$, the other end gives the complex conjugate, so the amplitude is twice one term:
\begin{equation}
A=\frac{3C\,e^{-\pi/2k}}{k^2|\Gamma(2+i/k)|}.
\end{equation}
With $|\Gamma(2+i/k)|^2=(1+1/k^2)(\pi/k)/\sinh(\pi/k)$,
\begin{equation}
C^2=\frac{2k^3}{9\pi}e^{\pi/k}\,\frac{(1+1/k^2)\,\pi/k}{\sinh(\pi/k)}
=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}} .
\end{equation}
Inserting this and $J$ into $f=\frac23\omega J^2$ gives
\begin{equation}
\frac{df}{d\omega}=\frac{256}{3(1+k^2)^4}\,
\frac{e^{-4\arctan(k)/k}}{1-e^{-2\pi/k}} .
\end{equation}

Both ends of this spectrum are harmless. Near threshold the bound levels are spaced by $d\omega_n/dn=1/n^3$, so their strength per unit energy is $n^3f_n\to(256/3)e^{-4}$. The continuum starts at the same value, 0.0574 per eV. There is no gap or spike, and the infinite series has a finite sum because $f_n$ falls as $n^{-3}$. At large $k$ the two exponential factors combine to $k/(2\pi)$, so $df/d\omega\to128/(3\pi k^7)\propto\omega^{-7/2}$, and the logarithmic integral converges.

\subsection*{Sum rules and bounds}

Closure turns several sums into ground-state averages. Since $[H,z]=-ip_z$,
\begin{align}
\sum f&=\langle[z,[H,z]]\rangle=1,\\
\sum f\omega&=2\langle p_z^2\rangle=\tfrac23\langle p^2\rangle=\tfrac23,\\
\sum f/\omega&=2\langle z^2\rangle=\tfrac23\langle r^2\rangle=2 .
\end{align}
Here $\langle p^2\rangle=1$ because $|\nabla e^{-r}|=e^{-r}$, and $\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=3$.

A fourth sum weights low energies more strongly. The function $\phi=z(1+r/2)\psi_0$ satisfies $(H-E_0)\phi=z\psi_0$, as follows from $\nabla^2(zr)=4z/r$. Hence
\begin{equation}
\sum\frac f{\omega^2}=2\langle\psi_0|z|\phi\rangle
=2\Big(1+\frac{\langle r^3\rangle}{6}\Big)=\frac92,
\end{equation}
with $\langle r^3\rangle=15/2$. The numerical spectrum reproduces all four values. A wrong constant factor in the continuum density would change all four.

The strengths are positive weights with sum 1, and the logarithm is concave. Thus $\sum f\ln\omega<\ln\sum f\omega$ and $\sum f\ln(1/\omega)<\ln\sum f/\omega$, which give
\begin{equation}
\tfrac12<I<\tfrac23,\qquad\text{or}\qquad 13.6~\text{eV}<I<18.1~\text{eV}.
\end{equation}
Your 10.8~eV violates the lower bound, so it cannot be the mean for the whole atom.

\subsection*{The logarithmic sum}

Measure energies from the ionization energy $\omega=1/2$ by writing
\begin{equation}
I=\tfrac12e^\Lambda,\qquad \Lambda=\sum f\ln(2\omega).
\end{equation}
Bound states have $2\omega_n=1-1/n^2<1$ and contribute negatively; the continuum has $2\omega=1+k^2>1$ and contributes positively. The first four lines are:
\begin{center}
\begin{tabular}{cccc}
$n$ & $\omega_n$ (eV) & $f_n$ & $f_n\ln(2\omega_n)$\\
2 & 10.204 & 0.41620 & $-0.1197$\\
3 & 12.094 & 0.07910 & $-0.0093$\\
4 & 12.755 & 0.02899 & $-0.0019$\\
5 & 13.061 & 0.01394 & $-0.0006$
\end{tabular}
\end{center}
The levels from $n=6$ upward hold a strength of 0.0268, but their logarithms are small, and they add about $-0.0004$. For the far tail, the sum beyond $n=2000$ is replaced by an integral over $n$ from 2000.5. The bound total is $-0.13193$.

With $d\omega=k\,dk$, the continuum gives
\begin{equation}
\int_0^\infty k\,\frac{df}{d\omega}\ln(1+k^2)\,dk=0.22892 .
\end{equation}
Therefore $\Lambda=-0.13193+0.22892=0.09698$ after rounding from the unrounded terms, and
\begin{equation}
I=13.6057~\text{eV}\times e^{0.09698}=14.99~\text{eV}=0.5509~\text{hartree}.
\end{equation}
To three figures this is 15.0~eV, so the accepted value is confirmed within this model.

The separate means show what happened in your calculation. The bound part alone gives $13.6057\,e^{-0.13193/0.56500}=10.77$~eV, and the continuum alone gives 23.03~eV. Their geometric mean with weights 0.565 and 0.435 is the full $I$. Using 10.77~eV in the stopping formula would raise the Bethe logarithm by $\ln(14.99/10.77)=0.33$ at any speed where that formula holds.

\subsection*{A check without the strength formulas}

The same $I$ can be found by diagonalizing the $p$-wave Hamiltonian in the functions $S_j=N_jr^2e^{-r}L_j(2r)$, $j=0,1,\dots$, normalized by $\int S_iS_j\,dr/r=\delta_{ij}$. The Laguerre equation gives
\begin{equation}
\Big(-\frac12\frac{d^2}{dr^2}+\frac1{r^2}+\frac12\Big)S_j=\frac{j+2}{r}S_j ,
\end{equation}
so with $O_{ij}=\int S_iS_j\,dr$ the Hamiltonian matrix is
\begin{equation}
H_{ij}=(j+1)\delta_{ij}-\tfrac12O_{ij}.
\end{equation}
Equation (\ref{lag}), divided by the norm $(j+3)!/j!$ and by 2 for $r=x/2$, gives $O_{jj}=j+2$. Comparing leading coefficients in $xL_j=-(j+1)L_{j+1}+\dots$ gives $O_{j,j+1}=-\frac12\sqrt{(j+1)(j+4)}$. More distant elements vanish by orthogonality.

Solve $Hc=EOc$ with $c^TOc=1$. Since $ru_{1s}=2r^2e^{-r}=\sqrt{3/2}\,S_0$, each solution has $J=\sqrt{3/2}\,(Oc)_0$ and $\omega=E+1/2$. The total strength is $H_{00}+O_{00}/2=1$ for every basis size, so it tests nothing about convergence. The logarithmic sum does: 5, 10 and 20 functions give 14.982, 14.991 and 14.991~eV, and 80 functions give 14.9913014~eV, which agrees with the spectral integration in all these digits. No continuum normalization enters this calculation.

\subsection*{Other masses, charges and targets}

A finite proton mass replaces the electron mass by the reduced mass. All excitation energies shrink by $1/(1+m_e/m_p)$, while the relative strengths stay the same. Hence $I$ falls to 14.98~eV, still 15.0~eV to three figures.

For a one-electron ion of nuclear charge $Z$, lengths scale as $1/Z$ and energies as $Z^2$. The product $\omega|z|^2$ is unchanged, so the same strengths apply and $I$ is multiplied by $Z^2$. In the fixed-nucleus, non-relativistic model, He$^+$ has $I=4\times14.99\approx60.0$~eV.

The value should not be carried over to hydrogen gas. A molecule has different excitation energies and strengths, and its $I$ has to come from its own spectrum, calculated or measured. Nor does a correct $I$ rescue the Bethe logarithm outside its regime. The derivation above needed $v\gg1$, so that the ranges of small and large $q$ could be separated, and $v\gg Z_1$, so that the first Born approximation holds. For highly charged ions the second condition is the stricter one: Bloch's correction $\psi(1)-\mathrm{Re}\,\psi(1+iZ_1/v)$, with $\psi$ the digamma function, changes the logarithm at $v=10$ by $-0.01$ for $Z_1=1$ but by $-0.33$ for $Z_1=6$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Hartree energy: 27.211386 eV
Ionization energy, fixed nucleus: 13.6057 eV
n=2: excitation energy 10.2043 eV, f = 0.416197 (dimensionless)
n=3: excitation energy 12.0939 eV, f = 0.079102 (dimensionless)
n=4: excitation energy 12.7553 eV, f = 0.028991 (dimensionless)
n=5: excitation energy 13.0615 eV, f = 0.013938 (dimensionless)
Bound strength from n=6 upward: 0.026776 (dimensionless)
Total bound strength: 0.565004 (dimensionless)
Continuum strength: 0.434996 (dimensionless)
Threshold density: 0.057437 per eV
k=0.3 a.u.: df/domega direct 1.24080924, formula 1.24080924 per hartree
k=1.0 a.u.: df/domega direct 0.23090543, formula 0.23090543 per hartree
k=3.0 a.u.: df/domega direct 0.00184043, formula 0.00184043 per hartree
Sum of f*omega^(0): 1.000000000 a.u.
Sum of f*omega^(1): 0.666666667 a.u.
Sum of f*omega^(-1): 2.000000000 a.u.
Sum of f*omega^(-2): 4.500000000 a.u.
Lambda, bound part: -0.131934 (dimensionless)
Lambda, continuum part: 0.228916 (dimensionless)
Lambda, total: 0.096982 (dimensionless)
Lower bound on I: 13.6057 eV
Upper bound on I: 18.1409 eV
Mean excitation energy I: 14.9913 eV
Mean excitation energy I: 0.550920 hartree
Logarithmic mean, bound part only: 10.7723 eV
Logarithmic mean, continuum only: 23.0286 eV
Sturmian check, 5 functions: I = 14.9823684 eV
Sturmian check, 10 functions: I = 14.9907955 eV
Sturmian check, 20 functions: I = 14.9912793 eV
Sturmian check, 80 functions: I = 14.9913014 eV
Spectral integration for comparison: I = 14.9913014 eV
Electron-to-proton mass ratio: 5.446170e-04 (dimensionless)
I with finite proton mass: 14.9831 eV
\end{verbatim}
